# Why a monolayer's refractive index needs an assigned optical thickness: a program that tests the result

```python
"""
Result under test: in the ultrathin limit the normal-incidence reflectance
of a film depends only on L = integral of (eps - 1) dz = 4 pi chi_s, through
    s = 4 pi sigma_s / c = -i k0 L,   r = (1 - Y - s) / (1 + Y + s).
A slab index n' needs an assigned thickness d': n'^2 = 1 + L / d'.
Symbols: k0 vacuum wavenumber, Y = H/E admittance of what lies below the
film, chi_s sheet susceptibility, sigma_s sheet conductivity (Gaussian),
R reflectance, T transmittance. Time factor exp(-i omega t). Lengths in nm.
Film, oxide and silicon parameters are round, rough values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import root

PHOTON_EV = 2.0
WAVELENGTH = const.h * const.c / (PHOTON_EV * const.e) * 1e9
K0 = 2 * np.pi / WAVELENGTH
L_TRUE = 12 + 6j
WIDTH = 0.65
N_OXIDE, N_SILICON, N_GLASS = 1.46, 3.9 + 0.02j, 1.46
EPS_OXIDE, EPS_SILICON = N_OXIDE**2, N_SILICON**2
OXIDES = [80.0, 130.0, 40.0]      # two for inversion, the third as a check
S_TRUE = -1j * K0 * L_TRUE


def smooth_film(L, width, admittance_below):
    """R and T from the wave equation through a smooth sin^2 profile."""
    def rhs(x, fields):
        electric, magnetic = fields
        shape = 2 * np.sin(np.pi * x)**2
        return [1j * K0 * width * magnetic,
                1j * K0 * (width + L * shape) * electric]
    start = np.array([1.0, admittance_below], dtype=complex)
    sol = solve_ivp(rhs, (1.0, 0.0), start, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    electric, magnetic = sol.y[:, -1]
    incident = (electric + magnetic) / 2
    reflected = (electric - magnetic) / 2
    return (abs(reflected / incident)**2,
            np.real(admittance_below) / abs(incident)**2)


def wave(eps_x, eps_z, sine, pol):
    """Normal wavenumber / k0 and admittance in a uniaxial layer."""
    if pol == "TE":
        kz = np.sqrt(complex(eps_x - sine**2))
        return kz, kz
    kz = np.sqrt(complex(eps_x * (1 - sine**2 / eps_z)))
    return kz, eps_x / kz


def stack_admittance(layers, sine=0.0, pol="TE", eps_sub=EPS_SILICON):
    """Layers (eps_x, eps_z, thickness) are listed from the top down."""
    _, below = wave(eps_sub, eps_sub, sine, pol)
    for eps_x, eps_z, thickness in reversed(layers):
        kz, q = wave(eps_x, eps_z, sine, pol)
        tangent = np.tan(K0 * kz * thickness)
        below = (below - 1j * q * tangent) / (1 - 1j * below * tangent / q)
    return below


def stack_R(layers, sine=0.0, pol="TE", eps_sub=EPS_SILICON):
    _, q_air = wave(1.0, 1.0, sine, pol)
    y = stack_admittance(layers, sine, pol, eps_sub)
    return abs((q_air - y) / (q_air + y))**2


def cone_R(layers, aperture):
    """Unpolarized reflectance averaged over a uniformly filled pupil."""
    if aperture == 0:
        return stack_R(layers)
    nodes, weights = np.polynomial.legendre.leggauss(12)
    sines = aperture * (nodes + 1) / 2
    weights = weights * sines
    values = [(stack_R(layers, u, "TE") + stack_R(layers, u, "TM")) / 2
              for u in sines]
    return np.dot(weights, values) / weights.sum()


def oxide_layer(thickness):
    return [(EPS_OXIDE, EPS_OXIDE, thickness)]


def slab_ratio(L, d, oxide, spacer=None, aperture=0.0, eps_z=None):
    """R with film / R without film, exact slab model."""
    eps = 1 + L / d
    film = [(eps, eps if eps_z is None else eps_z, d)]
    if spacer is not None:
        film.append((spacer[0], spacer[0], spacer[1]))
    below = oxide_layer(oxide)
    return cone_R(film + below, aperture) / cone_R(below, aperture)


def sheet_R(s, y):
    return abs((1 - y - s) / (1 + y + s))**2


Y_STACK = [stack_admittance(oxide_layer(t)) for t in OXIDES]
R_BARE = [stack_R(oxide_layer(t)) for t in OXIDES]


def circle(R, y):
    return (1 + R) / (1 - R) - y, 2 * np.sqrt(R) / (1 - R)


def invert(ratios):
    """Both circle intersections as L, best match to third oxide first."""
    R = [q * bare for q, bare in zip(ratios, R_BARE)]
    c1, rad1 = circle(R[0], Y_STACK[0])
    c2, rad2 = circle(R[1], Y_STACK[1])
    dist = abs(c2 - c1)
    along = (rad1**2 - rad2**2 + dist**2) / (2 * dist)
    height_sq = rad1**2 - along**2
    assert height_sq > 0, "circles do not meet"
    unit = (c2 - c1) / dist
    found = [c1 + unit * (along + sign * 1j * np.sqrt(height_sq))
             for sign in (1, -1)]
    found.sort(key=lambda s: abs(sheet_R(s, Y_STACK[2]) / R[2] - 1))
    misfits = [sheet_R(s, Y_STACK[2]) / R[2] - 1 for s in found]
    return [1j * s / K0 for s in found], misfits


def show(z, digits=2):
    return f"{z.real:.{digits}f}{z.imag:+.{digits}f}i"


# Thin limit: a smooth film approaches the sheet linearly in its width.
R_glass_sheet = sheet_R(S_TRUE, N_GLASS)
R_glass, _ = smooth_film(L_TRUE, WIDTH, N_GLASS)
R_glass_thin, _ = smooth_film(L_TRUE, WIDTH / 10, N_GLASS)
error_wide = R_glass / R_glass_sheet - 1
error_thin = R_glass_thin / R_glass_sheet - 1
assert abs(error_wide) < 0.02
assert 8 < error_wide / error_thin < 12

# Free-standing film: R and T give Re s and |s|, not the sign of Im s.
R_free, T_free = smooth_film(L_TRUE, WIDTH, 1.0)
A_free = 1 - R_free - T_free
assert abs(A_free / T_free / S_TRUE.real - 1) < 0.02
assert abs(2 * np.sqrt(R_free / T_free) / abs(S_TRUE) - 1) < 0.02
R_flip, T_flip = smooth_film(-np.conj(L_TRUE), WIDTH, 1.0)
assert abs(R_flip / R_free - 1) < 0.02 and abs(T_flip / T_free - 1) < 0.02

# Weak-response contrast against a finite difference of exact slabs.
tiny = 1e-4
for y, layers, eps_sub in (
        [(N_GLASS, [], N_GLASS**2)]
        + [(Y_STACK[j], oxide_layer(OXIDES[j]), EPS_SILICON)
           for j in range(3)]):
    eps = 1 + L_TRUE / WIDTH
    weak = [(eps, eps, WIDTH * tiny)]
    change = (stack_R(weak + layers, eps_sub=eps_sub)
              / stack_R(layers, eps_sub=eps_sub) - 1) / tiny
    r0 = (1 - y) / (1 + y)
    linear = -np.real(S_TRUE * (1 + r0)**2 / r0)
    # the scale |s| guards against an accidental near-zero contrast
    assert abs(change - linear) < 0.02 * abs(S_TRUE)
glass_linear = 4 * S_TRUE.real / (N_GLASS**2 - 1)
r0_glass = (1 - N_GLASS) / (1 + N_GLASS)
assert np.isclose(glass_linear,
                  -np.real(S_TRUE * (1 + r0_glass)**2 / r0_glass))
glass_full = R_glass / r0_glass**2 - 1

# Synthetic data on oxidized silicon, then inversion by two circles.
data = [smooth_film(L_TRUE, WIDTH, Y_STACK[j])[0] / R_BARE[j]
        for j in range(3)]
roots, misfits = invert(data)
L_found = roots[0]
# finite thickness shifts L by a relative amount of order k0 * width
assert abs(L_found - L_TRUE) < 4 * K0 * WIDTH * abs(L_TRUE)
assert abs(misfits[1]) > 10 * abs(misfits[0])

# One reflectance alone: a lossless film with the same R on the first oxide.
centre, radius = circle(data[0] * R_BARE[0], Y_STACK[0])
half_chord_sq = radius**2 - centre.real**2
assert half_chord_sq > 0
candidates = [centre.imag + sign * np.sqrt(half_chord_sq) for sign in (1, -1)]
L_lossless = -min(candidates, key=abs) / K0
lossless_ratios = [slab_ratio(L_lossless, WIDTH, t) for t in OXIDES]
assert abs(lossless_ratios[0] / data[0] - 1) < 0.03
assert abs(lossless_ratios[1] / data[1] - 1) > 0.05

# Fit of an exact slab for several assigned thicknesses.
fits = []
for d in (0.30, 0.65, 1.00):
    def residual(nk, d=d):
        L_trial = ((nk[0] + 1j * nk[1])**2 - 1) * d
        return [slab_ratio(L_trial, d, OXIDES[j]) - data[j] for j in (0, 1)]
    guess = np.sqrt(1 + (10 + 5j) / d)
    fit = root(residual, [guess.real, guess.imag], tol=1e-12)
    assert max(abs(np.array(residual(fit.x)))) < 1e-8
    index = complex(fit.x[0], fit.x[1])
    L_fit = (index**2 - 1) * d
    check = slab_ratio(L_fit, d, OXIDES[2]) / data[2] - 1
    assert abs(L_fit - L_TRUE) < 0.03 * abs(L_TRUE)
    assert abs(check) < 0.005
    fits.append((d, index, L_fit, check))
assert fits[0][1].real / fits[2][1].real > 1.3

# An index made for 0.65 nm used with a thickness of 1.00 nm.
mixed = slab_ratio(L_TRUE * 1.00 / WIDTH, 1.00, OXIDES[0])
assert abs(mixed - data[0]) > 0.05

# Many layers: doubling the thickness at fixed total L becomes visible.
doubling = {}
for layers_count in (1, 10, 30):
    L_sum, d_sum = layers_count * L_TRUE, layers_count * WIDTH
    doubling[layers_count] = max(
        abs(slab_ratio(L_sum, 2 * d_sum, t) / slab_ratio(L_sum, d_sum, t) - 1)
        for t in OXIDES)
assert doubling[10] > 5 * doubling[1]

# Shifts of the inferred L by effects that the model neglects.
base = invert([slab_ratio(L_TRUE, WIDTH, t) for t in OXIDES])[0][0]


def shift(ratios):
    return invert(ratios)[0][0] - base


APERTURE, EPS_OUT, SPACER = 0.5, 6.0, 0.3
EPS_WATER = 1.33**2
shift_cone = shift([slab_ratio(L_TRUE, WIDTH, t, aperture=APERTURE,
                               eps_z=EPS_OUT) for t in OXIDES])
shift_cone_iso = shift([slab_ratio(L_TRUE, WIDTH, t, aperture=APERTURE)
                        for t in OXIDES])
shift_small_cone = shift([slab_ratio(L_TRUE, WIDTH, t, aperture=0.02,
                                     eps_z=EPS_OUT) for t in OXIDES])
assert abs(shift_small_cone) < 0.05
shift_gap = shift([slab_ratio(L_TRUE, WIDTH, t, spacer=(1.0, SPACER))
                   for t in OXIDES])
shift_water = shift([slab_ratio(L_TRUE, WIDTH, t, spacer=(EPS_WATER, SPACER))
                     for t in OXIDES])
L_water = (EPS_WATER - 1) * SPACER
assert abs(shift_water - shift_gap - L_water) < 0.02
shift_oxide = shift([slab_ratio(L_TRUE, WIDTH, t + 1.0) for t in OXIDES])
shift_scale = shift([1.01 * slab_ratio(L_TRUE, WIDTH, t) for t in OXIDES])

# Heating moves an exciton line that supplies the imaginary part of L.
HALF_WIDTH_MEV, DRIFT_MEV_PER_K, HEATING_K = 25.0, 0.4, 10.0
detuning = -DRIFT_MEV_PER_K * HEATING_K / HALF_WIDTH_MEV
line = 1j * L_TRUE.imag / (1 + 1j * detuning)
real_part = quad(lambda t: np.exp(-t) * np.cos(detuning * t), 0, 50)[0]
imag_part = -quad(lambda t: np.exp(-t) * np.sin(detuning * t), 0, 50)[0]
assert abs(line - 1j * L_TRUE.imag * (real_part + 1j * imag_part)) < 1e-6
shift_heat = line - 1j * L_TRUE.imag

# Sheet conductivity in two unit systems.
sigma_quantum = S_TRUE / (4 * np.pi * const.fine_structure)
sigma_si = S_TRUE / (const.mu_0 * const.c)
assert abs(sigma_quantum * const.e**2 / const.hbar / sigma_si - 1) < 1e-6

print(f"photon energy {PHOTON_EV:.1f} eV, wavelength {WAVELENGTH:.1f} nm")
print(f"k0 = {K0:.6f} 1/nm, profile width = {WIDTH:.2f} nm")
print(f"input L = {show(L_TRUE)} nm, chi_s = {show(L_TRUE/4/np.pi, 3)} nm")
print(f"s = 4 pi sigma_s/c = {show(S_TRUE, 4)}")
print(f"sigma_s = {show(sigma_quantum, 3)} e^2/hbar")
print(f"sigma_s in SI = {show(sigma_si * 1e6, 1)} microsiemens")
print(f"k0^2 |L| width = {K0**2 * abs(L_TRUE) * WIDTH:.2e}")
print(f"index: oxide {N_OXIDE}, glass {N_GLASS}, Si {show(N_SILICON)}")
print(f"glass: R smooth {R_glass:.5f}, R sheet {R_glass_sheet:.5f}")
print(f"glass: relative error, width 0.65 nm: {error_wide:.2e}")
print(f"glass: relative error, width 0.065 nm: {error_thin:.2e}")
print(f"glass contrast: linear {glass_linear:.3f}, full {glass_full:.3f}")
print(f"free film: R {R_free:.5f}, T {T_free:.5f}, A {A_free:.5f}")
print(f"free film: A/T {A_free/T_free:.4f}, "
      f"2 sqrt(R/T) {2*np.sqrt(R_free/T_free):.4f}, |s| {abs(S_TRUE):.4f}")
print(f"free film, Re L reversed: R {R_flip:.5f}, T {T_flip:.5f}")
for j in range(3):
    print(f"oxide {OXIDES[j]:.0f} nm: Y {show(Y_STACK[j], 3)}, "
          f"bare R {R_BARE[j]:.4f}, R/R0 {data[j]:.4f}")
for name, L_root, misfit in zip(("chosen", "rejected"), roots, misfits):
    print(f"{name} L = {show(L_root)} nm, third-oxide misfit "
          f"{100*misfit:.2f} %")
print(f"lossless L with same R on 80 nm oxide = {L_lossless:.2f} nm")
print(f"lossless film R/R0 (slab): 80 nm {lossless_ratios[0]:.4f}, "
      f"130 nm {lossless_ratios[1]:.4f}")
for d, index, L_fit, check in fits:
    print(f"assigned d {d:.2f} nm: n' {show(index)}, L {show(L_fit)} nm, "
          f"third-oxide misfit {100*check:.3f} %")
print(f"80 nm oxide: contrast {data[0]-1:.3f}, mixed d {mixed-1:.3f}")
for count, value in doubling.items():
    print(f"{count} layers: R change on doubling d, fixed L: "
          f"{100*value:.2f} %")
print(f"L shift, finite thickness: {show(L_found - L_TRUE)} nm")
print(f"L shift, aperture {APERTURE}, eps_z {EPS_OUT:.0f}: "
      f"{show(shift_cone)} nm")
print(f"L shift, same aperture, isotropic slab: {show(shift_cone_iso)} nm")
print(f"L shift, air gap {SPACER} nm: {show(shift_gap)} nm")
print(f"L shift, water film {SPACER} nm: {show(shift_water)} nm")
print(f"water film's own L: {L_water:.3f} nm")
print(f"L shift, oxides 1 nm thicker than assumed: {show(shift_oxide)} nm")
print(f"L shift, R/R0 read 1 % high: {show(shift_scale)} nm")
print(f"exciton: half width {HALF_WIDTH_MEV:.0f} meV, "
      f"drift {DRIFT_MEV_PER_K} meV/K")
print(f"L change, {HEATING_K:.0f} K heating: {show(shift_heat)} nm")
print("success")
```

It prints:

```
photon energy 2.0 eV, wavelength 619.9 nm
k0 = 0.010135 1/nm, profile width = 0.65 nm
input L = 12.00+6.00i nm, chi_s = 0.955+0.477i nm
s = 4 pi sigma_s/c = 0.0608-0.1216i
sigma_s = 0.663-1.326i e^2/hbar
sigma_s in SI = 161.4-322.8i microsiemens
k0^2 |L| width = 8.96e-04
index: oxide 1.46, glass 1.46, Si 3.90+0.02i
glass: R smooth 0.04477, R sheet 0.04491
glass: relative error, width 0.65 nm: -3.07e-03
glass: relative error, width 0.065 nm: -3.06e-04
glass contrast: linear 0.215, full 0.280
free film: R 0.00434, T 0.93859, A 0.05707
free film: A/T 0.0608, 2 sqrt(R/T) 0.1360, |s| 0.1360
free film, Re L reversed: R 0.00434, T 0.93857
oxide 80 nm: Y 0.622+0.497i, bare R 0.1355, R/R0 0.5995
oxide 130 nm: Y 0.610-0.457i, bare R 0.1288, R/R0 1.1016
oxide 40 nm: Y 1.334+1.422i, bare R 0.2855, R/R0 0.8693
chosen L = 12.04+5.98i nm, third-oxide misfit 0.12 %
rejected L = 30.68+113.15i nm, third-oxide misfit 3.43 %
lossless L with same R on 80 nm oxide = 21.66 nm
lossless film R/R0 (slab): 80 nm 0.6013, 130 nm 1.5524
assigned d 0.30 nm: n' 6.59+1.52i, L 12.02+5.99i nm, third-oxide misfit 0.065 %
assigned d 0.65 nm: n' 4.53+1.02i, L 12.00+6.00i nm, third-oxide misfit -0.000 %
assigned d 1.00 nm: n' 3.69+0.81i, L 11.98+6.01i nm, third-oxide misfit -0.065 %
80 nm oxide: contrast -0.401, mixed d -0.570
1 layers: R change on doubling d, fixed L: 0.16 %
10 layers: R change on doubling d, fixed L: 21.75 %
30 layers: R change on doubling d, fixed L: 10.63 %
L shift, finite thickness: 0.04-0.02i nm
L shift, aperture 0.5, eps_z 6: -0.97+0.11i nm
L shift, same aperture, isotropic slab: -0.97+0.11i nm
L shift, air gap 0.3 nm: 0.04-0.02i nm
L shift, water film 0.3 nm: 0.27-0.02i nm
water film's own L: 0.231 nm
L shift, oxides 1 nm thicker than assumed: 0.24+0.03i nm
L shift, R/R0 read 1 % high: 0.08-0.32i nm
exciton: half width 25 meV, drift 0.4 meV/K
L change, 10 K heating: -0.94-0.15i nm
success
```
